# Two-Loop QED Running, the Lambert Function and the Landau Singularity

## Problem

In a theory of photons and $N$ species of Dirac fermion of unit charge, let $\alpha(\mu)$ be the coupling in a mass-independent renormalization scheme. In such a scheme the coefficients of the running do not contain the fermion masses. With all $N$ species kept in the theory, the two-loop renormalization group equation is

$$
\frac{d\alpha}{dL}=b\,\alpha^2(1+c\,\alpha),\qquad L=\ln\frac{\mu}{\mu_0},\qquad b=\frac{2N}{3\pi},\qquad c=\frac{3}{4\pi}.
$$

The two coefficients are given. The starting value is $\alpha(\mu_0)=\alpha_0>0$. With the term $c\alpha$ dropped, the coupling diverges at a finite scale $\mu_1$, the one-loop Landau singularity.

(a) Solve the two-loop equation exactly and say which branch of the Lambert function applies.

(b) Find the scale $\mu_2$ at which the two-loop coupling diverges. How far is it from $\mu_1$ for $N=1$, $\mu_0$ equal to the electron mass, and $\alpha_0$ equal to the fine-structure constant?

The scale $\mu$ is measured in electron masses, the atomic unit of mass; $L$ and $\alpha$ are pure numbers.

## A tempting solution

At one loop, $d(1/\alpha)/dL=-\alpha^{-2}\,d\alpha/dL=-b$. Hence $1/\alpha=1/\alpha_0-bL$, which vanishes at

$$
L_1=\frac{1}{b\alpha_0}=\frac{137.036}{0.212207}=645.77 .
$$

The two-loop term multiplies the slope by $1+c\alpha$. Since $c\alpha_0=1/574.0$, this is a correction of 0.17%. It therefore seems enough to replace $b$ by $b(1+c\alpha_0)$:

$$
L_2\overset{?}{=}\frac{1}{b\alpha_0(1+c\alpha_0)}
=L_1-\frac{c}{b}\,\frac{1}{1+c\alpha_0}.
$$

With $c/b=1/0.88889=1.125$, the shift in $L$ is $-1.123$, and the singularity moves down by a factor $e^{-1.123}=0.325$ in scale.

## Where it fails

The replacement freezes $c\alpha$ at its starting value, while the question concerns a path along which $\alpha$ grows without limit. The correction is small at the start of the path, but not all along it.

To see what this costs, compare the values of $L$ at which the two equations reach the same coupling $\alpha$. Each is the integral of $d\alpha$ divided by the slope, so the two-loop value is smaller by

$$
\Delta(\alpha)=\int_{\alpha_0}^{\alpha}\frac{d\alpha'}{b\alpha'^2}\left[1-\frac{1}{1+c\alpha'}\right]
=\frac{c}{b}\int_{\alpha_0}^{\alpha}\frac{d\alpha'}{\alpha'(1+c\alpha')} .
$$

While $c\alpha'\ll1$, the integrand is nearly $1/\alpha'$. Every growth of the coupling by a factor $e$ then adds about $c/b$ to the lead of the two-loop coupling. The frozen estimate gives about one such unit for the whole path, although the coupling grows by many factors of $e$. Because $1+c\alpha\ge1+c\alpha_0$ on the path, the true slope is never below the frozen one, and the frozen estimate places the singularity too high.

## Correct solution

**Integration.** Let $u=1/\alpha$. Then

$$
\frac{du}{dL}=-\frac{1}{\alpha^2}\frac{d\alpha}{dL}=-b\left(1+\frac{c}{u}\right)=-b\,\frac{u+c}{u}.
$$

Separate the variables and write $u/(u+c)=1-c/(u+c)$:

$$
\left(1-\frac{c}{u+c}\right)du=-b\,dL .
$$

For $\alpha>0$ we have $u+c>0$, so the logarithm is real. Integrating from $L=0$, where $u=u_0=1/\alpha_0$, gives

$$
u-c\ln(u+c)=u_0-c\ln(u_0+c)-bL. \tag{1}
$$

The unknown $u$ stands both inside and outside a logarithm. The Lambert function $W(z)$, defined by $We^W=z$, inverts such a relation. Set

$$
w=-\left(1+\frac{u}{c}\right),\qquad u=-c(1+w),\qquad u+c=-cw .
$$

The left side of (1) becomes $-c-cw-c\ln c-c\ln(-w)$, and the right side has the same form with $w_0$ in place of $w$. The constants $-c-c\ln c$ cancel. Dividing by $-c$ leaves

$$
w+\ln(-w)=w_0+\ln(-w_0)+\frac{bL}{c}.
$$

Now put $X=-w_0=1+1/(c\alpha_0)$, exponentiate, and multiply by $-1$:

$$
we^w=z,\qquad z=-X\exp\left(-X+\frac{bL}{c}\right).
$$

Since $1/\alpha=u=-c(1+w)$, the solution is

$$
\alpha(L)=-\frac{1}{c\,[1+W(z)]}. \tag{2}
$$

**Branch.** The function $we^w$ has derivative $(1+w)e^w$. It falls from $0$ at $w\to-\infty$ to its minimum $-1/e$ at $w=-1$, then rises back to $0$ at $w=0$. For $-1/e<z<0$ there are thus two real solutions: $W_{-1}(z)<-1$ and $-1<W_0(z)<0$.

A positive coupling has $u>0$, hence $w<-1$. The required branch is $W_{-1}$.

The differential equation cannot make this choice. Differentiating $\ln(-w)+w=\ln(-z)$ gives $w'(1+w)/w=b/c$, so on either branch

$$
\frac{du}{dL}=-c\,w'=-b\,\frac{w}{1+w}=-b\,\frac{-(u+c)/c}{-u/c}=-b\,\frac{u+c}{u}.
$$

Both branches solve the equation; the initial value decides. In the example $z$ is about $-10^{-247}$ at $L=0$. There $W_0(z)$ is nearly zero, and (2) would give $\alpha\approx-1/c=-4.189$ instead of $0.0073$. For $-1/e<z<0$, the only range that occurs here, the branch $W_0$ has $0<1+w<1$ and therefore $\alpha<-1/c$.

In the other direction, $L\to-\infty$, $z$ tends to zero from below, $W_{-1}\to-\infty$ and $\alpha\to0$. This limit belongs to the massless equation. For real electrons, the theory used below the electron mass no longer contains them and its coupling does not run, so the example uses $L\ge0$.

**End point.** As $L$ grows, $z$ falls steadily until it reaches $-1/e$. There $w=-1$ and (2) diverges. Taking the logarithm of $Xe^{-X+bL_2/c}=e^{-1}$,

$$
\ln X-X+\frac{bL_2}{c}=-1
\quad\Longrightarrow\quad
L_2=\frac{c}{b}(X-1-\ln X).
$$

Since $X-1=1/(c\alpha_0)$, the first part is $1/(b\alpha_0)=L_1$, and

$$
L_2-L_1=-\frac{c}{b}\ln\left(1+\frac{1}{c\alpha_0}\right),\qquad
\frac{\mu_2}{\mu_1}=\left(1+\frac{1}{c\alpha_0}\right)^{-9/(8N)}. \tag{3}
$$

The exponent follows from $c/b=(3/4\pi)(3\pi/2N)=9/(8N)$. The same shift results from $\Delta(\alpha)$ as $\alpha\to\infty$, because

$$
\Delta(\alpha)=\frac{c}{b}\left[\ln\frac{\alpha'}{1+c\alpha'}\right]_{\alpha_0}^{\alpha}
=\frac{c}{b}\ln\frac{1+1/(c\alpha_0)}{1+1/(c\alpha)} .
$$

Beyond $L_2$ we have $z<-1/e$, which no real $w$ can satisfy. The solution has no real continuation there.

## Numbers

For $N=1$, $X=575.015$ and $\ln X=6.3544$. Hence

$$
L_2-L_1=-1.125\times6.3544=-7.149,\qquad L_2=645.77-7.15=638.62 .
$$

The shift is only 1.1% of $L_1$ in size, but in scale it is a factor $\mu_2/\mu_1=7.86\times10^{-4}$: the singularity comes down by a factor of about 1272. The frozen estimate gave a factor of about 3. In electron masses, $\log_{10}\mu$ falls from 280.45 to 277.35; for the energy $\mu c_{\rm light}^2$ in GeV, the logarithm falls from 277.16 to 274.06.

Here $\alpha_0$ is simply taken as the starting value. If matching to the measured constant changed it by a relative amount $k\alpha_0^2$, then $1/\alpha_0$ would change by about $-k\alpha_0$ and $L_1$ by $-k\alpha_0/b\approx-0.03k$. The shift (3) would change far less, by about $(c/b)k\alpha_0^2$.

The couplings themselves separate late:

| $L$ | one loop | two loops |
|---|---|---|
| 300 | 0.01363 | 0.01366 |
| 600 | 0.1030 | 0.1103 |
| 630 | 0.299 | 0.416 |
| 638 | 0.607 | 2.904 |

Direct numerical integration of the differential equation agrees with (2) to about one part in $10^9$ at the six values of $L$ tested.

The shift itself builds up earlier than the table suggests. When the coupling reaches $0.1$, where $c\alpha$ is still only 0.024, $\Delta=2.92$, or 41% of the full shift. At $\alpha=1$ the share is 74%.

## Approach to the singularity

Equation (1), with its constant fixed at $u=0$, $L=L_2$, reads

$$
u-c\ln\left(1+\frac{u}{c}\right)=b(L_2-L).
$$

For $u\ll c$, which means $c\alpha\gg1$, the logarithm is $u/c-u^2/(2c^2)+u^3/(3c^3)-\dots$ The linear terms cancel, leaving $u^2/(2c)$ at leading order, so

$$
\alpha\approx\frac{1}{\sqrt{2bc\,(L_2-L)}} .
$$

At one loop, by contrast, $\alpha=1/[b(L_1-L)]$. The second term turns a simple pole into an inverse square root. At $L_2-L=10^{-8}$ the exact coupling is $0.999956$ times the square-root form. At $L=638$ the form is not yet accurate: there $u=1/2.904=0.344$ exceeds $c=0.239$.

## Dependence on the starting coupling

With $x=1/(c\alpha_0)$, the fractional shift is

$$
\frac{L_2-L_1}{L_1}=-\frac{\ln(1+x)}{x},
$$

which does not depend on $N$. For $\alpha_0=0.1$ it is $-9.0\%$ for both $N=1$ and $N=3$, although the factors in scale, 0.0146 and 0.244, differ. For weak coupling, $x\gg1$, the fraction is small while the shift in $L$ grows like $\ln x$. For strong coupling, $x\ll1$, $\ln(1+x)\approx x-x^2/2$ gives $L_2/L_1\approx x/2$, so the second term removes most of the one-loop range.

## What the result does not show

Equation (2) is exact for the truncated equation, not for QED. Near $L_2$ the coupling is large, so nothing guarantees that the neglected higher terms, whose coefficients depend on the scheme, are small. At such scales other charged particles and interactions would also matter. To see what can change, replace $1+c\alpha$ by $1+y+sy^2$, with $y=c\alpha$ and $s=\pm1$. These are illustrative values, not the three-loop coefficient.

For $s=+1$ a singularity remains. Using $d\alpha/\alpha^2=c\,dy/y^2$, its further displacement is

$$
\frac{c}{b}\int_{y_0}^{\infty}\frac{dy}{y^2}\left[\frac{1}{1+y+y^2}-\frac{1}{1+y}\right]
=-\frac{c}{b}\int_{y_0}^{\infty}\frac{dy}{(1+y)(1+y+y^2)},
$$

where $y_0=c\alpha_0$. The last integrand equals $1/(1+y)-y/(1+y+y^2)$, with antiderivative

$$
\ln\frac{1+y}{\sqrt{1+y+y^2}}+\frac{1}{\sqrt3}\arctan\frac{2y+1}{\sqrt3}.
$$

The logarithm vanishes at both $y=0$ and $y\to\infty$. For $y_0\to0$ the integral is therefore $(\pi/2-\pi/6)/\sqrt3=\pi/(3\sqrt3)$, and the displacement tends to $-0.680$ for $N=1$. For the fine-structure constant it is $-0.678$. The term $-(c/b)\ln X$ in the shift survives, but a further piece is added to it, which tends to a constant for weak starting coupling.

For $s=-1$ the slope vanishes when $1+y-y^2=0$, at $y=(1+\sqrt5)/2$. A coupling that starts below this value rises towards $\alpha=1.618/c=6.78$ and never diverges. The two-loop equation thus fixes how far its own singularity lies from the one-loop one; it does not establish that QED has a singularity. The numerical output below gives the values used here.

## Calculated quantities

```
alpha0 = 0.007297353, 1/alpha0 = 137.035999 (no unit)
electron rest energy = 5.10998951e-04 GeV
b = 0.2122066, c = 0.2387324, b/c = 0.8888889 (no unit)
1/(c alpha0) = 574.0151, X = 575.0151 (no unit)
ln X = 6.35440 (no unit)
log10(-z) at L=0 = -246.966 (no unit)
one-loop end point L1 = 645.7669 (no unit)
two-loop end point L2 = 638.6182 (no unit)
shift L2-L1 = -7.14870 (no unit)
fractional shift (L2-L1)/L1 = -1.107 percent
mu2/mu1 = 7.85888e-04 (no unit)
mu1/mu2 = 1272.4 (no unit)
one-loop: log10(mu/electron mass) = 280.453, log10(mu c^2/GeV) = 277.161
two-loop: log10(mu/electron mass) = 277.348, log10(mu c^2/GeV) = 274.057
L, one-loop alpha, two-loop alpha (no units):
  10  0.00741213  0.00741234
  100  0.00863443  0.00863743
  300  0.01362880  0.01365658
  600  0.10296493  0.11025847
  630  0.29887798  0.41619927
  638  0.60672460  2.90361631
largest relative difference, W formula and ODE = 1.1e-09
-1/c = -4.18879 (no unit)
branch 0 alpha at L=0: -4.18879 (no unit)
branch 0 alpha at L=638: -5.82857 (no unit)
branch -1 alpha at L2+0.1: -1.3852 -9.7878 i (no unit)
growth exponent near L2 = -0.500009 (no unit)
alpha*sqrt(2bc(L2-L)) at L2-L=1e-8: 0.999956
alpha reached, lag in L, share of full shift in percent:
  0.1  2.9203  40.9
  1.0  5.2964  74.1
alpha0, N, L1, L2, L2-L1, shift/L1 in percent, mu2/mu1:
  0.007297 1 645.7669 638.6182 -7.1487 -1.11 7.8589e-04
  0.010000 1 471.2389 464.4439 -6.7950 -1.44 1.1194e-03
  0.100000 1 47.1239 42.8955 -4.2284 -8.97 1.4575e-02
  0.100000 3 15.7080 14.2985 -1.4095 -8.97 2.4427e-01
  0.500000 2 4.7124 3.4533 -1.2591 -26.72 2.8392e-01
illustrative s=+1: alpha0, further shift in L:
  0.007297  -0.67822
  0.001000  -0.67991
its limit for small alpha0 = -0.68017 (no unit)
illustrative s=-1: fixed c*alpha = 1.618034, alpha = 6.7776 (no unit)
```
